\section*{Electromigration drift in a copper-like interconnect at 573 K}

\section*{Question}

A long metal line carries a steady current density $j$ at temperature $T$. Its atoms have diffusivity $D$ and effective valence $Z^*=-Z$, with $Z>0$. The effective valence is defined so that the total force on an atom, from the field and from collisions with the electrons, is $Z^*$ times the electronic charge magnitude times the field. The data are
\[
\begin{gathered}
D=10^{-16}\ \mathrm{m^2/s},\qquad Z=5,\qquad T=573\ \mathrm{K},\\
\rho=2\ \mathrm{\mu\Omega\,cm},\qquad j=1\ \mathrm{MA/cm^2}.
\end{gathered}
\]
Use atomic units in the algebra ($e=\hbar=m_e=1$), and keep temperature as the energy $k_BT$. Unless a part says otherwise, $D$ is the diffusivity that governs net atomic transport, averaged over the metal cross-section, and stress gradients are absent.

\begin{enumerate}
\item[(a)] An atom hops between equal sites a distance $a$ apart. Derive its drift velocity under a force $F$, and the condition for a linear law.
\item[(b)] Show that the linear law does not require equal sites.
\item[(c)] Find the drift in micrometres per year. State its direction, compare it with random motion, and relate it to void growth.
\item[(d)] A void at the cathode end keeps the pressure there at zero, while the anode end is held at a compressive pressure of 100 MPa. Find the steady drift for a line length of 100 $\mu$m and atomic volume 0.01181 nm$^3$.
\item[(e)] How does the answer change if $D$ was measured with tagged atoms, or if it describes only a thin interface?
\item[(f)] Assess the resistivity, the temperature and the realism of the result.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Biased hopping}

Let $x$ increase along the force. Without force, the atom jumps right at rate $w$ and left at the same rate. Take the barrier top to be midway between sites. The force lowers the energy of the top by $Fa/2$ relative to the starting site for a right jump, and raises it by $Fa/2$ for a left jump. With thermally activated rates and an unchanged prefactor,
\begin{equation}
w_\pm=w\,e^{\pm u/2},\qquad u=\frac{Fa}{k_BT}.
\end{equation}
Each right jump contributes $+a$ and each left jump $-a$, so
\begin{equation}
v=a(w_+-w_-)=2aw\sinh\frac{u}{2}.
\end{equation}

At zero force the jumps are independent and occur at total rate $2w$. Each adds $a^2$ to the variance. Since the variance in one dimension grows as $2Dt$,
\begin{equation}
2D=2wa^2\quad\Longrightarrow\quad D=wa^2.
\end{equation}
Substituting $w=D/a^2$ and expanding the hyperbolic sine gives
\begin{equation}
v=\frac{2D}{a}\sinh\frac{u}{2}
=\frac{D}{a}\left(u+\frac{u^3}{24}+\cdots\right)
=\frac{DF}{k_BT}\left(1+\frac{u^2}{24}+\cdots\right).
\end{equation}
The linear law therefore requires the work gained per jump to be small compared with $k_BT$. At $u=2$ the hopping velocity is $\sinh 1=1.175$ times the linear prediction, so the linear law is then visibly wrong.

\subsection*{(b) Einstein relation without equal sites}

Consider independent walkers in a medium whose properties repeat along $x$, and average their density $n$ over a repeat length. For a weak force and a slowly varying density, the flux has a drift part and a diffusion part,
\begin{equation}
J=nMF-D\frac{dn}{dx},
\end{equation}
where $M$ is the mobility. Put the walkers in a closed box. In equilibrium the potential energy $-Fx$ gives
\begin{equation}
n\propto e^{Fx/k_BT},\qquad \frac{dn}{dx}=\frac{F}{k_BT}\,n,
\end{equation}
and the flux vanishes. Hence
\begin{equation}
0=nF\left(M-\frac{D}{k_BT}\right)
\quad\Longrightarrow\quad M=\frac{D}{k_BT},\qquad v=\frac{DF}{k_BT}.
\end{equation}
The details of the sites and barriers enter through $D$.

A numerical case tests this. A chain repeats three sites of energy $0,0.7,0.3$ and three barrier tops of energy $1.5,1.1,1.9$, in units of $k_BT$. The diffusivity comes from the growth of the variance without force. The mobility comes from the mean displacement with $u=\pm0.01$ per site; half the difference of the two velocities removes any term even in the force. The ratio $Mk_BT/D$ is 1.0000 to the printed precision.

\subsection*{(c) The drift and its meaning}

Ohm's law gives the field magnitude $E=\rho j$, and the definition of effective valence gives $F=ZE$. Therefore, in atomic units,
\begin{equation}
v=\frac{DZ\rho j}{k_BT}.
\label{eq:drift}
\end{equation}

For the numbers, the field is
\begin{equation}
E=(2\times10^{-6}\ \Omega\,\mathrm{cm})(10^6\ \mathrm{A/cm^2})=2\ \mathrm{V/cm}.
\end{equation}
Five charges in this field feel 10 eV/cm, or $F=10^{-6}$ eV/nm. The thermal energy is 0.04938 eV. Since $10^{-16}\ \mathrm{m^2/s}=100\ \mathrm{nm^2/s}$,
\begin{equation}
v=\frac{100\times10^{-6}}{0.04938}\ \mathrm{nm/s}
=2.025\times10^{-3}\ \mathrm{nm/s}.
\end{equation}
A year of $3.156\times10^7$ s gives $6.39\times10^4$ nm, so
\begin{equation}
v\simeq64\ \mathrm{\mu m/year}.
\end{equation}
In atomic units the same velocity is $9.26\times10^{-19}$.

The effective valence is negative, so atoms move with the electrons, from cathode to anode and against the conventional current. For a jump length of 0.2556 nm along the force,
\begin{equation}
u=\frac{10^{-6}\times0.2556}{0.04938}=5.18\times10^{-6},
\qquad \frac{u^2}{24}=1.1\times10^{-12}.
\end{equation}
This correction is for a barrier top midway between sites. An off-centre top gives a correction of order $u$ at most, which is also negligible, so the linear law is safe by a wide margin.

The result is a mean velocity. An independent walker with the same $D$ has a root-mean-square spread after one year of
\begin{equation}
\sqrt{2Dt}=79\ \mathrm{\mu m},
\end{equation}
which is larger than its drift. Drift grows as $t$ and spread as $\sqrt t$. They become equal when $vt=\sqrt{2Dt}$, or $t=2D/v^2$, which is about 1.5 years here. In a pure metal such spreading can be seen only by labelling atoms, and for vacancy jumps it is somewhat smaller than this estimate, as part (e) explains. Exchanging identical atoms does not blur the edge of the metal.

Drift alone does not make a void. If the flux is uniform, as many atoms enter each section as leave it. Suppose instead that a barrier at the cathode end blocks the supply of atoms, that a void already spans the metal there, and that a conducting liner carries the current past the void. Without such a path the void would break the circuit. Heating in the liner is neglected here. In time $dt$ the metal edge loses a slice of thickness $v\,dt$, so the void lengthens at speed $v$. In a line long enough for back stress at the void to remain negligible over this time, a 100 nm void takes
\begin{equation}
\frac{100\ \mathrm{nm}}{2.025\times10^{-3}\ \mathrm{nm/s}}
\simeq4.9\times10^4\ \mathrm{s},
\end{equation}
about 14 hours. Back stress spreads from a blocked anode over a distance $\sqrt{DB\Omega t/k_BT}$, where $B$ is the effective bulk modulus of the confined line and $\Omega$ the atomic volume. For $B$ between 10 and 100 GPa this is about 10 to 30 $\mu$m in that time, so the line must be several times longer than this. A yearly rate is therefore a convenient unit and not a forecast that such a line survives for a year.

\subsection*{(d) Back stress}

Let $x$ now point towards the anode, and let $p$ be the compressive pressure. Inserting an atom of volume $\Omega$ costs work $\Omega p$, so a pressure gradient adds a force $-\Omega\,dp/dx$:
\begin{equation}
v=\frac{D}{k_BT}\left(F-\Omega\frac{dp}{dx}\right).
\end{equation}
In the steady state the flux is the same at every $x$. With uniform density, $D$ and $F$, the pressure gradient must also be uniform, and equals $\Delta p/L$. Thus
\begin{equation}
v_L=\frac{DF}{k_BT}\left(1-\frac{L_c}{L}\right),
\qquad L_c=\frac{\Omega\Delta p}{F}.
\end{equation}
Because $1\ \mathrm{eV/nm^3}=160.2$ MPa, a pressure of 100 MPa is 0.624 eV/nm$^3$. Then
\begin{equation}
L_c=\frac{0.01181\times0.624}{10^{-6}}\ \mathrm{nm}
\simeq7.4\ \mathrm{\mu m},
\end{equation}
and
\begin{equation}
v_L=63.9\left(1-\frac{7.37}{100}\right)\ \mathrm{\mu m/year}
\simeq59\ \mathrm{\mu m/year}.
\end{equation}
With $D$ held uniform, back stress lowers the drift by about 7\% relative to the stress-free value. Pressure can also reduce $D$ itself: for vacancy diffusion with an activation volume near $\Omega$, this would lower the drift by a similar further amount. This is the rate at the stated length. A growing void shortens the metal, so the rate would not stay fixed for a year.

If 100 MPa is the greatest pressure the anode end can sustain, a line shorter than $L_c$ does not drift backwards. Its pressure rises until $\Omega p/L=F$, at $p=FL/\Omega<\Delta p$, and the drift stops. Using $F=Z\rho j$, the threshold can be written
\begin{equation}
jL_c=\frac{\Omega\Delta p}{Z\rho}.
\end{equation}
It is a constant product of current density and length for fixed $\Omega$, $\Delta p$, $Z$ and $\rho$, in this one-dimensional model. The chosen 100 MPa gives about 740 A/cm. Encapsulated copper lines typically show a few thousand A/cm; with the same $Z$ and $\rho$, 3000 A/cm corresponds to about 400 MPa and would lower the drift in a 100 $\mu$m line by about 30\%.

\subsection*{(e) Which diffusivity?}

\paragraph{Tagged atoms.} Suppose atoms move by exchange with rare vacancies in an fcc crystal. Each vacancy jump moves one atom by the opposite displacement. If the vacancy fraction is $c_v$ and the vacancy diffusivity is $D_v$, a force $F$ on the atoms biases the vacancy in the opposite direction with speed $D_vF/k_BT$. The mean atomic velocity is therefore
\begin{equation}
v=\frac{c_vD_vF}{k_BT},
\end{equation}
so the diffusivity needed in equation~\eqref{eq:drift} is $D=c_vD_v$.

A tagged atom diffuses more slowly. Just after it jumps, the vacancy is directly behind it and may take it back. Let $\mathbf r_i$ be its successive jumps, of length $a$, and let $c$ be the mean cosine between neighbouring jumps. By the symmetry of the fcc crystal about a jump axis, the mean next jump is $c\,\mathbf r_i$. Repeating the argument gives a mean cosine $c^k$ for jumps $k$ steps apart. For many jumps $N$,
\begin{align}
\langle R^2\rangle
&=Na^2\left(1+2\sum_{k=1}^{\infty}c^k\right)\nonumber\\
&=Na^2\left(1+\frac{2c}{1-c}\right)
=Na^2\,\frac{1+c}{1-c}.
\end{align}
Uncorrelated jumps would give $Na^2$. Hence
\begin{equation}
D_{\mathrm{tracer}}=fD,\qquad f=\frac{1+c}{1-c}.
\end{equation}
Solving the vacancy's return walk in a finite fcc sphere gives $c=-0.123$ and $f=0.782$; the value for the infinite lattice is $f=0.7815$. If the given $D$ is a tracer value, the drift is
\begin{equation}
\frac{v}{f}\simeq\frac{63.9}{0.782}\ \mathrm{\mu m/year}
\simeq82\ \mathrm{\mu m/year}.
\end{equation}
This factor belongs to vacancies in bulk fcc metal; an interface has its own value.

\paragraph{Interface transport.} Now let the given $D$ apply only in a layer of thickness $\delta=0.5$ nm along the top of a line of height $h=100$ nm, with the rest immobile. For line width $b$ and atomic density $n$, the atoms crossing per unit time number $nvb\delta$. Dividing by $nbh$ gives the section-averaged velocity:
\begin{equation}
v_{\mathrm{section}}=v\frac{\delta}{h}
=63.9\times\frac{0.5}{100}\ \mathrm{\mu m/year}
\simeq0.32\ \mathrm{\mu m/year}.
\end{equation}
This velocity sets the growth of a void that spans the section. The result is 200 times smaller than in part (c), although atoms in the layer still drift at 64 $\mu$m/year.

\subsection*{(f) Resistivity, temperature and realism}

\paragraph{Resistivity.} Equation~\eqref{eq:drift} needs $\rho$ and $Z$ at the line temperature. Suppose that 2 $\mu\Omega$ cm was instead measured at 293 K, and use a rough copper-like temperature coefficient of 0.0039 K$^{-1}$:
\begin{equation}
\rho(573\ \mathrm K)=2\,[1+0.0039(573-293)]\ \mathrm{\mu\Omega\,cm}
\simeq4.2\ \mathrm{\mu\Omega\,cm}.
\end{equation}
With $Z$, $D$ and $j$ held fixed, the drift becomes about 134 $\mu$m/year. This scales the whole resistivity. If the excess over bulk copper (about 1.7 $\mu\Omega$ cm at 293 K) comes from surfaces, grain boundaries or impurities and changes little with temperature, the value is nearer 3.8 $\mu\Omega$ cm and the drift about 120 $\mu$m/year.

Holding $Z$ fixed is itself an assumption. In a free-electron model, let the electrons have density $n_e$, mean velocity $s$, Fermi speed $v_F$ and momentum-transfer cross-section $\sigma$ at the moving atom. In atomic units $j=n_es$ in magnitude. The momentum density is also $n_es$, and it is carried past the atom at speed $v_F$, so the wind force is
\begin{equation}
F_{\mathrm{wind}}=n_esv_F\sigma=v_F\sigma j.
\end{equation}
At fixed $j$ and $\sigma$ this does not depend on $\rho$. If wind is the whole force, $Z\rho=v_F\sigma$ is fixed, and raising $\rho$ lowers $Z$ without changing the drift. A direct field force on a positive ion opposes the wind and grows with $\rho$, so the net force could even fall. The values 64 and 134 $\mu$m/year are thus results of two assumptions, not bounds.

\paragraph{Temperature.} If $D\propto e^{-Q/k_BT}$, with $Z$, $\rho$ and $j$ fixed, then
\begin{equation}
\frac{v(T')}{v(T)}=\frac{T}{T'}
\exp\left[\frac{Q}{k_B}\left(\frac1T-\frac1{T'}\right)\right].
\end{equation}
For a rough activation energy $Q=0.9$ eV, a line 5 K hotter than intended drifts 1.16 times as fast. Joule heating can be estimated for heat flowing straight down through a dielectric of thickness $d=200$ nm and conductivity $\kappa=1$ W/(m K). The heat per unit area is $\rho j^2h$, so
\begin{equation}
\Delta T=\frac{\rho j^2hd}{\kappa}=0.04\ \mathrm K.
\end{equation}
This raises the drift by about 0.1\%. The straight-down formula holds for a line much wider than $d$. Under a narrow isolated line the heat also spreads sideways and the rise is smaller. The estimate omits heating from other wiring levels and a longer path to the heat sink. With 5 $\mu$m of dielectric of conductivity 0.3 W/(m K), the formula gives about 3 K and a drift about 10\% higher. That applies to lines much wider than the dielectric is thick. A dense array of narrow lines reaches a fraction of it set roughly by the metal coverage, and an isolated 100 nm wide line rises by only about 0.1 K.

\paragraph{Comparison with real lines.} The temperature and current density are in the range of accelerated tests on copper interconnects; service temperatures are lower. The resistivity is low for copper at 573 K and closer to its room-temperature value. The diffusivity is many orders of magnitude above that of the copper lattice at this temperature, so it can stand only for fast paths such as interfaces and grain boundaries. Of the assumptions varied here, the one with the largest effect is that this $D$ is an average over the whole section. If it describes the single interface of part (e), the section-averaged drift falls from 64 to 0.32 $\mu$m/year. That change far exceeds those from back stress, tracer correlation or a 5 K error, so the origin of $D$ must be known before the drift is used to estimate void growth.

\section*{Table of computed values}
\begin{verbatim}
MAIN EXAMPLE
Diffusivity D: 1e-16 m^2/s
Effective valence magnitude: 5
Resistivity: 2 microohm cm
Current density: 1 MA/cm^2
Temperature: 573 K
Year length: 31557600 s
Electric field: 2 V/cm
Force: 1e-06 eV/nm
Thermal energy: 0.049377 eV
Drift velocity: 0.0020252 nm/s
Drift velocity in atomic units: 9.2573e-19 a.u.
Drift per year: 63.911 um/year
Independent-walker rms spread in one year: 79.445 um
HOPPING TESTS
Unequal chain mobility/diffusivity: 1
Strong bias, work per jump/kBT: 2
Strong-bias velocity/linear law: 1.1752
NEGLECTED EFFECTS
Resistivity reference temperature: 293 K
Resistivity temperature coefficient: 0.0039 1/K
Resistivity raised to line temperature: 4.184 microohm cm
Drift with raised resistivity, fixed Z: 133.7 um/year
Lattice constant: 0.3615 nm
Atomic volume: 0.01181 nm^3
Back-stress difference: 100 MPa
Line length: 100 um
Critical length: 7.3715 um
Drift with back stress: 59.2 um/year
Mean cosine of successive tracer jumps: -0.123
fcc tracer correlation factor: 0.782
Drift if D is a tracer value: 81.8 um/year
Interface thickness: 0.5 nm
Line height: 100 nm
Section drift if D is interface-only: 0.31956 um/year
Activation energy: 0.9 eV
Temperature error: 5 K
Drift factor for that error: 1.1607
Dielectric thickness: 200 nm
Dielectric thermal conductivity: 1 W/(m K)
Joule temperature rise: 0.04 K
Drift factor from Joule heating: 1.0012
Work per atomic jump/kBT: 5.1769e-06
Relative nonlinear hopping correction: 1.1167e-12
\end{verbatim}
